# Thermionic Injection with Fermi-Dirac Statistics: the Dilogarithm Law

## Two barriers, two corrections

Take a metal contact on n-type silicon at 300 K with a barrier of 0.30 eV. Replacing Boltzmann by Fermi-Dirac statistics lowers the calculated thermionic current by 2.3 parts per million. Lower the barrier to 0.05 eV, with everything else held fixed, and the reduction becomes 3.4 percent. Both numbers are close to one quarter of the Boltzmann factor $e^{-\phi/kT}$. These notes derive the quarter and the full law behind it, and then ask when the correction matters.

## The model

Let $x$ be the direction normal to the contact, pointing away from the emitter. The emitter is in equilibrium at temperature $T$, and the barrier top lies an energy $\phi$ above its Fermi level. Beyond the barrier the electrons occupy a parabolic band of mass $m$. With energy measured from the barrier top,

$$E=\frac{p_x^2+p_y^2+p_z^2}{2m},\qquad f(E)=\frac{1}{e^{(E+\phi)/kT}+1}.$$

The sum $E+\phi$ appears because the Fermi level sits at $-\phi$ on this scale.

An electron whose normal energy $p_x^2/2m$ is positive passes with probability one; below the top the probability is zero. Energy and transverse momentum are conserved at the contact. Each outgoing state is then fed by an emitter state of the same energy and has that state's occupation, $f(E)$. This requires the emitter to possess a state with the needed energy and transverse momentum. The barrier is uniform and does not respond to the current.

$J$ denotes the one-way current density, taken positive for electrons leaving the emitter. It is not the net current, which vanishes in equilibrium.

## Counting the outgoing electrons

There are $2\,d^3p/h^3$ states per unit volume, the 2 counting spin. Those with normal velocity $p_x/m$ cross a unit area at a rate proportional to that velocity, so

$$J=\frac{2q}{h^3}\int_{p_x>0}\frac{p_x}{m}\,f\,d^3p .$$

Split the energy into $E_x=p_x^2/2m$ and $E_t=(p_y^2+p_z^2)/2m$. Then

$$\frac{p_x}{m}\,dp_x=dE_x,\qquad dp_y\,dp_z\to 2\pi p_t\,dp_t=2\pi m\,dE_t .$$

With $w=E_x/kT$, $s=E_t/kT$ and $\eta=\phi/kT$, the two energy differentials supply a factor $(kT)^2$:

$$J=A^*T^2S(\eta),\qquad A^*=\frac{4\pi qmk^2}{h^3},$$

$$S(\eta)=\int_0^\infty dw\int_0^\infty \frac{ds}{e^{w+s+\eta}+1}.$$

For the inner integral put $a=w+\eta$ and multiply numerator and denominator by $e^{-(a+s)}$:

$$\frac{1}{e^{a+s}+1}=\frac{e^{-(a+s)}}{1+e^{-(a+s)}}=-\frac{d}{ds}\ln\!\left(1+e^{-(a+s)}\right).$$

The logarithm vanishes at $s\to\infty$, so the integral equals its value at $s=0$. Writing $X=e^{-\eta}=e^{-\phi/kT}$,

$$S=\int_0^\infty\ln(1+Xe^{-w})\,dw .$$

The integrand is the supply function: it gives the number of electrons arriving with normal energy $w$, summed over transverse motion.

Now substitute $t=Xe^{-w}$, so that $dw=-dt/t$. The limits $w=0,\infty$ become $t=X,0$, and the minus sign reverses them:

$$S=\int_0^X\frac{\ln(1+t)}{t}\,dt .$$

The dilogarithm is defined by $\mathrm{Li}_2(z)=-\int_0^z \ln(1-u)\,du/u$. Setting $z=-X$ and $u=-t$ leaves $du/u=dt/t$, hence

$$\boxed{J=-A^*T^2\,\mathrm{Li}_2\!\left(-e^{-\phi/kT}\right)}.$$

The value of $\mathrm{Li}_2$ at a negative argument is negative, so $J$ is positive.

A second form is useful below. At fixed total energy $\varepsilon=w+s$, the normal part runs from 0 to $\varepsilon$, an interval of length $\varepsilon$. Thus

$$S=\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon+\eta}+1}.$$

## Where the quarter comes from

For $0\le t<1$, $\ln(1+t)/t=1-t/2+t^2/3-\cdots$. Integrating term by term gives

$$S=X-\frac{X^2}{4}+\frac{X^3}{9}-\cdots=\sum_{n=1}^{\infty}(-1)^{n-1}\frac{X^n}{n^2}.$$

The sum also converges at $X=1$, where continuity gives the same result. The first term is the Richardson law, $J_R=A^*T^2X$. Dividing by it,

$$\frac{J}{J_R}-1=-\frac{X}{4}+\frac{X^2}{9}-\frac{X^3}{16}+\cdots .$$

For $0<X\le1$ the signs alternate and the magnitudes decrease, so

$$-\frac{X}{4}<\frac{J}{J_R}-1<-\frac{X}{4}+\frac{X^2}{9}.$$

The leading term therefore overstates the reduction, by less than $X^2/9$ relative to $J_R$.

The physical reason is visible in the occupation itself. The ratio of Fermi to Boltzmann occupation at energy $\varepsilon$ is

$$\frac{e^{\varepsilon+\eta}}{e^{\varepsilon+\eta}+1}=\frac{1}{1+Xe^{-\varepsilon}}\simeq1-Xe^{-\varepsilon}.$$

For small $X$, states at the barrier top lose a fraction of about $X$ of their Boltzmann occupation, and higher states lose less. In the Richardson current, energy $\varepsilon$ has weight $\varepsilon e^{-\varepsilon}$, which integrates to one. The average loss is

$$X\int_0^\infty\varepsilon e^{-2\varepsilon}\,d\varepsilon=\frac{X}{4}.$$

The factor $e^{-2\varepsilon}$ is the energy dependence of a Boltzmann gas at temperature $T/2$. Since thermionic flux carries a factor of temperature squared, halving the temperature produces the quarter. The minus sign expresses the exclusion principle: Fermi occupation is smaller than Boltzmann occupation.

## A barrier at or below the Fermi level

The integral for $S$ remains finite when $\phi\le0$, although the series in $X$ diverges once $X>1$. From $dS/dX=\ln(1+X)/X$ and $dX/d\eta=-X$,

$$\frac{dS}{d\eta}=-\ln(1+e^{-\eta}).$$

Consequently

$$\frac{d}{d\eta}\left[S(\eta)+S(-\eta)\right]=\ln\frac{1+e^{\eta}}{1+e^{-\eta}}=\eta ,$$

because the numerator is $e^\eta$ times the denominator. Integrating from zero gives $S(\eta)+S(-\eta)=\eta^2/2+2S(0)$.

The constant follows from the series at $X=1$. The alternating sum is the full sum $\sum 1/n^2=\pi^2/6$ minus twice its even terms. The even terms add up to a quarter of the full sum, so $S(0)=(1-\tfrac12)\pi^2/6=\pi^2/12$. Therefore

$$S(\eta)=\frac{\pi^2}{6}+\frac{\eta^2}{2}-S(-\eta).$$

For a barrier top far below the Fermi level, $\eta\to-\infty$, the last term vanishes and the $\eta^2/2$ term dominates:

$$J\to\frac{A^*\phi^2}{2k^2}=\frac{2\pi qm\phi^2}{h^3}.$$

This leading term is the flux of a filled Fermi sea and does not depend on temperature. The constant $\pi^2/6$ in $S$ adds a thermal part, smaller by the factor $\pi^2/(3\eta^2)$. The Richardson expression would grow exponentially instead.

Values of the law and of its leading correction are:

| $\phi/kT$ | $S$ | $J/J_R-1$ | $-X/4$ |
|---:|---:|---:|---:|
| 10 | $4.540\times10^{-5}$ | $-1.135\times10^{-5}$ | $-1.135\times10^{-5}$ |
| 5 | 0.00673 | $-0.00168$ | $-0.00168$ |
| 3 | 0.0492 | $-0.0122$ | $-0.0124$ |
| 1 | 0.339 | $-0.079$ | $-0.092$ |
| 0 | 0.822 | $-0.178$ | $-0.250$ |
| $-2$ | 3.51 | $-0.524$ | $-1.85$ |

In the last row the leading term would make the current negative, which shows that it has left its range.

## Net current and contact resistance

Let the collector's Fermi level lie $qV$ below the emitter's, with the barrier top fixed relative to the emitter. Seen from the collector, the barrier is $\phi+qV$. If blocking factors are included, the exchange at each energy is

$$f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 ,$$

since the products $f_1f_2$ cancel. The net current is the difference of two one-way fluxes:

$$J_{\rm net}=A^*T^2\left[S(\eta)-S\!\left(\eta+\frac{qV}{kT}\right)\right].$$

Its slope at $V=0$ is the conductance per area. Using $dS/d\eta$ from above,

$$G=\frac{q}{kT}A^*T^2\ln(1+X)=\frac{q}{kT}A^*T^2X\left(1-\frac{X}{2}+\cdots\right).$$

The conductance thus has a leading relative correction of $-X/2$, twice that of the one-way current. The reason is that the second term of $S$ varies as $e^{-2\eta}$, and differentiation brings down a factor 2. The contact resistivity is $\rho_c=1/G$.

## Silicon's valleys

For an ellipsoidal valley whose axes are aligned with the contact, $E=p_x^2/2m_x+p_y^2/2m_y+p_z^2/2m_z$. The normal integral still gives $p_x\,dp_x/m_x=dE_x$, so $m_x$ drops out. Scaling $p_y=\sqrt{m_y}\,P_y$ and $p_z=\sqrt{m_z}\,P_z$ turns the transverse element into $2\pi\sqrt{m_ym_z}\,dE_t$. The mass in $A^*$ is therefore replaced by the sum of $\sqrt{m_ym_z}$ over valleys, while $S$ is unchanged.

On a (100) face, two silicon valleys have their long axis along the normal and four have it in the plane. With rough masses $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, the sum is

$$2(0.19)+4\sqrt{0.92\times0.19}=2.052$$

in units of $m_0$. The free-electron constant is 120.17 A/(cm² K²), so $A^*=2.052\times120.17=246.6$ A/(cm² K²).

## An erbium-silicide contact

Erbium silicide suits the question because its barrier on n-type silicon is low, roughly 0.3 eV. Take $\phi=0.30$ eV. At 300 K, $kT=0.02585$ eV, so $\eta=11.605$ and $X=9.125\times10^{-6}$. The Richardson current is

$$J_R=246.6\times300^2\times9.125\times10^{-6}\approx203\ \text{A/cm}^2 .$$

The statistical correction is $-X/4=-2.28\times10^{-6}$, invisible at this precision. The contact resistivity is $0.02585\ \text{V}/(203\ \text{A/cm}^2)\approx1.3\times10^{-4}$ Ω cm².

At 400 K, with barrier and masses held fixed, $\eta=8.703$ and $X=1.660\times10^{-4}$. The current rises to about 6550 A/cm², the resistivity falls to $5.3\times10^{-6}$ Ω cm², and the correction grows to $-4.15\times10^{-5}$. It is still negligible.

How low must the barrier be? Solving $J/J_R-1=-0.01$ numerically gives $\phi=3.20\,kT$, or 0.083 eV at 300 K. The leading term alone would require $X=0.04$, hence $\phi=kT\ln25=3.22\,kT$.

For the 0.05 eV barrier at 300 K, $\eta=1.934$ and $X=0.145$. The leading correction is $-3.61$ percent and the full one is $-3.40$ percent; the next term, $X^2/9$ or about 0.23 percent, slightly exceeds the difference, and the later terms remove the excess. The model current is $3.1\times10^6$ A/cm², against $3.2\times10^6$ A/cm² from Richardson's law.

Such a current strains the assumption of a fixed barrier. A classical estimate of the electron density at the barrier top is $n=N_cX$, with

$$N_c=12\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},\qquad m_d=(m_lm_t^2)^{1/3},$$

where 12 counts two spins and six valleys. The Debye length $\sqrt{\epsilon kT/q^2n}$, with relative permittivity 11.7, tells over what distance these electrons bend the band. For 0.30 eV, $n=2.5\times10^{14}$ cm⁻³ and the length is 258 nm. For 0.05 eV, $n=4.0\times10^{18}$ cm⁻³ and it is 2 nm. In an interface field $F=0.05$ MV/cm, the potential energy changes by $kT$ over $kT/qF=5.2$ nm. The injected charge is thus a weak disturbance in the first case and a strong one in the second. In this example, the barrier that makes the correction visible also calls for a self-consistent potential.

## What the model leaves out

The following estimates are for 0.30 eV, 300 K and $F=0.05$ MV/cm. Each changes one assumption, and they are not to be multiplied together.

**Image force.** At distance $d$ from the metal, the image attraction and the field lower the electron's energy by $q^2/(16\pi\epsilon d)+qFd$. The barrier top is where this lowering is smallest. Setting the derivative to zero makes the two terms equal, and their sum is

$$\Delta\phi=2\sqrt{\frac{q^2}{16\pi\epsilon}\,qF}=\sqrt{\frac{q^3F}{4\pi\epsilon}}=0.025\ \text{eV}.$$

The current rises by a factor 2.6. So does $X$, which brings the statistical correction to only about $-6\times10^{-6}$.

**Tunnelling.** An electron with normal energy $wkT$ below the top of a triangular barrier meets a forbidden region of length $wkT/qF$. The semiclassical transmission is $e^{-B}$, with

$$B=\frac{2}{\hbar}\int_0^{wkT/qF}\!\!\sqrt{2m_x(wkT-qFd)}\,dd=\frac{4\sqrt{2m_x}\,(wkT)^{3/2}}{3\hbar qF}.$$

Weighting $e^{-B}$ by the supply function $\ln(1+Xe^w)$, integrating numerically over $w$ and averaging over valleys with their shares of $A^*$ gives a tunnelling current 0.68 times the thermionic one. This number is for a sharp triangle, with $e^{-B}$ used right up to the barrier top, where it is least reliable. The form $1/(1+e^B)$, which equals one half at the top, gives 0.46 instead. If the image force rounds the barrier, the two forms give 0.26 and 0.19, now relative to the thermionic current over the lowered top.

**Reflection.** Let the metal's band bottom lie a rough 5 eV below its Fermi level, with free-electron mass, and let the potential change abruptly. For incident, reflected and transmitted amplitudes $1,r,t$, continuity of the wave and of its derivative divided by mass requires $1+r=t$ and $v_1(1-r)=v_2t$. Hence $t=2v_1/(v_1+v_2)$, and the transmitted fraction of the flux is

$$\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.$$

Here $v_1$ and $v_2$ are the normal speeds in metal and silicon, with the transverse energy in the metal neglected. This matching of a free-electron wave to an effective-mass envelope ignores the Bloch functions of the valleys and the real bands of the silicide, so it gives only a rough size. Averaging over $e^{-w}$ and the valleys gives a current factor of 0.38. The neglect is poor for the four in-plane valleys. Their transverse momentum is about $0.85\,h/a$, with $a=0.543$ nm the silicon lattice constant, and costs a free electron 3.7 eV. If it is conserved, the normal speed in the metal is lower, the speeds match better, and the factor rises to about 0.53.

**Transverse momentum.** The four in-plane valleys lie at large transverse momentum. If the metal has no matching states and scattering does not help, the two remaining valleys carry their share of the mass sum, $2(0.19)/2.052=0.185$, of the current.

**Band shape.** Let $E(1+\alpha E)=p^2/2m$, with a rough $\alpha=0.5$ eV⁻¹. For an isotropic band, the angular integral turns the flux into $(2\pi q/h^3)\int p^2f\,dE$. In the Boltzmann limit its ratio to the parabolic result is

$$\int_0^\infty\varepsilon(1+\alpha kT\varepsilon)e^{-\varepsilon}d\varepsilon=1+2\alpha kT,$$

an increase of 2.6 percent.

**Removal by drift.** Let $n_0=N_cX$ be the equilibrium density at the top and $v_R=A^*T^2/(qN_c)=5.05\times10^6$ cm/s the emission velocity. If electrons drift away at $v_D$, a rough $10^7$ cm/s, the actual density $n$ obeys $v_R(n_0-n)=v_Dn$. Solving for $n$ gives $J=qn_0v_Rv_D/(v_R+v_D)$, so the current is multiplied by $v_D/(v_R+v_D)=0.66$.

**Barrier error.** A barrier lower by 0.01 eV raises the current by a factor $e^{0.01/0.02585}=1.47$.

The smallest of these effects, the band shape, is about ten thousand times the statistical correction $X/4$. The quarter itself belongs to unit transmission above the top and zero below. With the abrupt-step transmission the coefficient drops to about 0.19. With the sharp-triangle tunnelling current included, the correction to the total current is about $-4.5\times10^{-6}$. Neither changes its order of magnitude at this field.

## The real contact

The barrier of 0.3 eV is a rough typical value for this silicide, and 0.05 MV/cm is a modest field, about one sixth of a rough breakdown field of 0.3 MV/cm in silicon. Heavily doped device contacts have much stronger interface fields. Since $B$ varies as $1/F$, their barriers become far more transparent, and the assumption of zero transmission below the top no longer holds. Even at the modest field used here, the estimates above put the tunnelling current at roughly 20 to 70 percent of the thermionic one, depending on the barrier shape and the transmission formula. The calculated 203 A/cm² is therefore a model value, uncertain by a factor of several, and not a prediction for a particular device. For thermionic emission over a 0.30 eV barrier at 300 K, Boltzmann statistics are an excellent approximation. This does not extend to strong fields, where electrons tunnel from near the Fermi level. For the contact treated here, effort is better spent on the barrier height, the field and the transmission.
